# Benzene's Excited Singlets in the Pariser-Parr-Pople Model: Levels and Selection Rules

## Second half: three levels, their order and their limits

### What is carried over

The ring has hopping strength $t$ and side $R$. Occupied orbitals have $k=0,\pm1$; empty ones have $k=\pm2,3$. An integral $(ab|cd)$ equals $g_{b-a}$ when $b-a+d-c=0$ modulo 6, and is zero otherwise. The components $g_0,\ldots,g_3$ are the combinations of the site repulsions $\gamma_0,\ldots,\gamma_3$ given above, with $g_{-q}=g_q=g_{q+6}$. The mean-field gap is $\Delta=2t+g_0-g_3$.

The four lowest Hückel singlets consist of the pair $E_{1u}$, made from $1\to2$ and $-1\to-2$, and two combinations of $1\to-2$ with $-1\to2$. The plus combination is $B_{1u}$ and the minus combination is $B_{2u}$. Their transition numbers on atom $m$ are $(-1)^m/3$ and zero. Each Cartesian member of $E_{1u}$ has a transition position of length $R$.

### The electron and the hole

We need the elements of $H$ between $|i\to a\rangle$ and $|j\to b\rangle$, measured from the energy of the closed shell. The mean-field part gives $(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}$: an electron has been added to $a$ and one removed from $i$.

The rest of $W$ must remove the old electron in $b$, fill the old hole in $j$, place an electron in $a$ and open a hole in $i$. Its creation operators therefore carry the labels $a,j$ and its annihilation operators the labels $b,i$. Exchanging the two electrons in $W$ gives each assignment twice and cancels the factor $1/2$. Two assignments remain:
$$
(ai|jb)\,c_{a\sigma}^\dagger c_{j\tau}^\dagger c_{b\tau}c_{i\sigma},
\qquad
(ab|ji)\,c_{a\sigma}^\dagger c_{j\tau}^\dagger c_{i\tau}c_{b\sigma}.
$$
Mean-field pairings have already been counted, so the operators can now be reordered with signs alone.

In the first term, $c_{i\sigma}$ moves left past two operators. The result is $+(ai|jb)c_{a\sigma}^\dagger c_{i\sigma}c_{j\tau}^\dagger c_{b\tau}$. It destroys one electron-hole pair of spin $\tau$ and creates another of spin $\sigma$. In the second, $c_{i\tau}$ moves left past one operator and gives $-(ab|ji)c_{a\sigma}^\dagger c_{i\tau}c_{j\tau}^\dagger c_{b\sigma}$. Acting on a pair whose two operators have the same spin, it requires $\sigma=\tau$.

Each singlet has a factor $1/\sqrt2$. The first term has four spin combinations and the second has two:
$$
\frac12\left[4(ai|jb)-2(ab|ji)\right]=2(ai|jb)-(ab|ji).
$$
The singlet matrix is therefore
$$
A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}
+2(ai|jb)-(ab|ji).
$$
On the diagonal, the last integral is the attraction between electron and hole. The other is the electrostatic interaction of the transition charges. Indeed, with $\rho_m=\sqrt2\phi_a^*\phi_i$, the sum $\sum_{mn}\gamma_{mn}\rho_m\rho_n^*$ equals $2(ai|ia)$.

### The allowed pair

For $1\to2$ the orbital labels differ by one. Hence $(21|12)=g_1$ and $(22|11)=g_0$, giving
$$
\begin{aligned}
E(E_{1u})&=\Delta+2g_1-g_0\\
&=2t+g_0-g_3+2g_1-g_0\\
&=2t+2g_1-g_3 .
\end{aligned}
$$
The excitation $-1\to-2$ has the same energy. The two do not couple, because their rotation phases differ. This pair remains degenerate for every choice of $\gamma_0,\ldots,\gamma_3$ on the regular ring. Four excitations thus cannot become four separate levels in this calculation.

### The forbidden states

For $1\to-2$ the label difference is 3, so the diagonal element is
$$
\Delta+2g_3-g_0=2t+g_3 .
$$
The excitation $-1\to2$ has the same value. For their coupling set $i=1,\ a=-2,\ j=-1,\ b=2$. In $(ai|jb)$ the two differences are $i-a=3$ and $b-j=3$; their sum is 6, so the integral is $g_3$. In $(ab|ji)$ they are $b-a=4$ and $i-j=2$; their sum is also 6, so the integral is $g_4=g_2$. The matrix is
$$
\begin{pmatrix}
2t+g_3&2g_3-g_2\\
2g_3-g_2&2t+g_3
\end{pmatrix}.
$$
Adding the off-diagonal element for the plus state and subtracting it for the minus state gives
$$
\begin{aligned}
E(B_{1u})&=2t+3g_3-g_2,\\
E(B_{2u})&=2t+g_2-g_3 .
\end{aligned}
$$

The charge pattern shows part of the difference. For $B_{1u}$,
$$
\sum_{mn}\gamma_{mn}\rho_m\rho_n
=\frac19\sum_{mn}\gamma_{mn}(-1)^{m+n}
=\frac{36g_3}{9}=4g_3 .
$$
For $B_{2u}$ this energy is zero. The electron-hole attraction also differs: it contributes $-g_0-g_2$ to $B_{1u}$ and $-g_0+g_2$ to $B_{2u}$. Both effects enter their separation.

The energy formulas and the absence of coupling are tested for six random sets of hopping and repulsion. The comparison uses the Hamiltonian in all 400 site determinants with three electrons of each spin, projected on the constructed states.

### Two limiting repulsions

If all $\gamma$ values are equal, $g_1=g_2=g_3=0$. The three formulas return to $2t$, as the fixed-charge argument requires. For $t=2.40$ eV all four excitations then lie at 4.80 eV. A constant added to every $\gamma$ therefore has no effect on the splitting; only the differences between the $\gamma$ values matter, and in these three formulas scaling them all by one factor scales the splittings by the same factor.

At the opposite extreme, keep repulsion on a single atom and remove it between atoms. Every $g_q$ becomes $\gamma_0/6$. With $\gamma_0=6$ eV each component is 1 eV, so
$$
\begin{aligned}
E(B_{2u})&=4.8+1-1=4.8\ \text{eV},\\
E(E_{1u})&=4.8+2-1=5.8\ \text{eV},\\
E(B_{1u})&=4.8+3-1=6.8\ \text{eV}.
\end{aligned}
$$
Here $B_{1u}$ lies above the allowed pair. Symmetry determines which states can mix and which can have a dipole, but it does not determine their order.

For general repulsions, subtracting the formulas and inserting the ring components gives
$$
\begin{aligned}
E(B_{1u})-E(B_{2u})&=4g_3-2g_2\\
&=\frac{\gamma_0-3\gamma_1+5\gamma_2-3\gamma_3}{3},\\
E(E_{1u})-E(B_{1u})&=2g_1+g_2-4g_3\\
&=\frac{-\gamma_0+9\gamma_1-11\gamma_2+3\gamma_3}{6}.
\end{aligned}
$$
The familiar order $B_{2u}<B_{1u}<E_{1u}$ requires both right-hand sides to be positive. The first separation changes by $-1$ eV per eV of $\gamma_1$ and by $5/3$ eV per eV of $\gamma_2$, so modest changes in the repulsion law can matter.

### A numerical ring

Take round parameters $t=2.40$ eV, $\gamma_0=11.00$ eV and $R=1.40$ Å. The Mataga-Nishimoto law for two sites a distance $d$ apart is
$$
\gamma(d)=\frac{1}{d+1/\gamma_0}
$$
in atomic units. It equals $\gamma_0$ at $d=0$ and approaches the Coulomb repulsion at large $d$. The distances are $R$, $\sqrt3R$ and $2R$, and the values are
$$
(\gamma_0,\gamma_1,\gamma_2,\gamma_3)
=(11.000,5.315,3.856,3.504)\ \text{eV}.
$$
They give $g_0=5.475$, $g_1=1.492$, $g_2=0.889$ and $g_3=0.763$ eV. The mean-field gap is $4.800+5.475-0.763=9.51$ eV. After the electron-hole terms are included,
$$
\begin{aligned}
E(B_{2u})&=4.800+0.889-0.763=4.93\ \text{eV},\\
E(B_{1u})&=4.800+3(0.763)-0.889=6.20\ \text{eV},\\
E(E_{1u})&=4.800+2(1.492)-0.763=7.02\ \text{eV}.
\end{aligned}
$$
The corresponding vacuum wavelengths are 252, 200 and 177 nm.

For comparison, the Ohno law is
$$
\gamma(d)=\frac{1}{\sqrt{d^2+1/\gamma_0^2}} .
$$
It has the same two limits but gives larger repulsions between atoms here: 7.513, 5.225 and 4.659 eV. The four-configuration energies become 4.99 eV for $B_{2u}$, 5.20 eV for $B_{1u}$ and 7.38 eV for $E_{1u}$. The separation of the forbidden states falls from 1.27 to 0.20 eV. In its formula,
$$
\frac{11.000-3(7.513)+5(5.225)-3(4.659)}{3}
\approx0.20\ \text{eV},
$$
large terms nearly cancel. A calculation with one repulsion law would hide this sensitivity.

### Adding the other single excitations

So far the empty orbital $k=3$ and the filled orbital $k=0$ have not taken part in an excitation. Including them adds $0\to\pm2$, $\pm1\to3$ and $0\to3$. The first four have rotation labels $Q=\pm2$, so they cannot mix with the states considered above. The excitation $0\to3$ has $Q=3$ and is even about the axis through atoms. It can mix with $B_{1u}$, but not with $B_{2u}$ or $E_{1u}$.

Its coupling to $1\to-2$ contains $(ai|jb)=g_3$ and $(ab|ji)=g_5=g_1$. The coupling to $-1\to2$ has the same value, $2g_3-g_1$. The normalized plus combination thus couples with strength
$$
w=\frac{2}{\sqrt2}(2g_3-g_1)=\sqrt2(2g_3-g_1).
$$
For the diagonal energy use
$$
\varepsilon_0=-2t+6g_0-(g_0+2g_1),\qquad
\varepsilon_3=2t+6g_0-(g_3+2g_2).
$$
Then
$$
\begin{aligned}
D&=\varepsilon_3-\varepsilon_0+2g_3-g_0\\
&=4t+2g_1+g_3-2g_2 .
\end{aligned}
$$
With $B=E(B_{1u})$ from the four configurations, the two new energies are
$$
E_\pm=\frac{B+D}{2}\pm
\sqrt{\left(\frac{D-B}{2}\right)^2+w^2}.
$$

With the Mataga-Nishimoto values, $w=0.047$ eV and $D=11.57$ eV. The lower state remains at 6.20 eV. With the Ohno values, $w=-1.201$ eV and $D=11.80$ eV, and the lower $B_{1u}$ energy falls from 5.20 to 4.985 eV. The $B_{2u}$ energy stays at 4.992 eV. The printed order has reversed, but by 0.007 eV, far less than the change caused by the repulsion law. With the Ohno values, the two forbidden states are better regarded as nearly degenerate at this level; with the Mataga-Nishimoto values they remain 1.27 eV apart.

### Beyond single excitations

A stricter check of the approximation is to diagonalize the same Hamiltonian in all site determinants with three electrons of each spin. This includes every distribution of six pi electrons over the six sites with zero spin projection. It removes the restriction to single excitations, but not the approximations in the model itself.

For the Mataga-Nishimoto law the lowest $B_{2u}$, $B_{1u}$ and $E_{1u}$ excitations move to 3.66, 6.84 and 7.04 eV. For the Ohno law they move to 4.29, 5.44 and 6.93 eV. In both cases the order of these three is $B_{2u}<B_{1u}<E_{1u}$. They are no longer the three lowest excited singlets, however. A dipole-forbidden $E_{2g}$ pair, only about half of whose weight lies on single excitations, comes down among them: to about 5.9 eV, below $B_{1u}$, for the Mataga-Nishimoto law, and to about 6.9 eV, just below $E_{1u}$, for the Ohno law. Thus the reversal found with single excitations does not survive for the Ohno parameters.

An excitation energy may rise even though a larger set of states lowers each lowest energy of a given symmetry. The ground state is lowered too. For $B_{2u}$ the excited state gains more than the ground state, so the difference falls. For $B_{1u}$ the ground state gains more, so the difference rises. The result is a statement about two correlated energies, not about the excited state alone.

Measured benzene bands lie very roughly at 5, 6 and 7 eV. The four-configuration Mataga-Nishimoto energies resemble this pattern, whereas full diagonalization with the same parameters puts $B_{2u}$ much lower. The resemblance therefore belongs to the parameters and the truncation together. It does not show that the omitted excitations are small: including them shifts $B_{2u}$ by 1.26 eV.

### Intensity and the resist

For light averaged over directions, the oscillator strength of the allowed pair is
$$
f=\frac23E\sum_{S=X,Y}|\langle S|\mathbf X|0\rangle|^2
=\frac23E(2R^2)=\frac43ER^2
$$
in atomic units. With the four configurations, $f=2.41$ for the Mataga-Nishimoto law and 2.53 for the Ohno law. The transition lengths are equal, so the difference comes from the excitation energy. Full diagonalization lowers the strengths to 1.43 and 1.56. All four values exceed the measured strength of the benzene band near 7 eV, which is roughly 0.9, so they show which state is bright but not how bright it is in the real molecule. The lowest $E_{1u}$ pair remains the brightest of the ten lowest pairs examined.

The $B_{1u}$ and $B_{2u}$ dipoles stay zero after full diagonalization. The ground state is still $A_{1g}$, and the in-plane position operator changes the rotation label by $\pm1$, while both forbidden states have label 3. This argument does not need the single-excitation approximation. Nor does it need the full hexagonal symmetry: if only rotations by 120 degrees remain, labels count modulo 3, the forbidden states have label 0 like the ground state, and the position operator still changes the label by $\pm1$. The zero dipoles are confirmed numerically for the four configurations and, with both repulsion laws, after full diagonalization.

Return to the two laser lines. In the four-configuration Mataga-Nishimoto calculation, the 5.00 eV photon lies close to the forbidden $B_{2u}$ state. The 6.42 eV photon lies 0.22 eV above forbidden $B_{1u}$ and 0.60 eV below the allowed pair. This offers a possible reason for weaker ring absorption at 248 nm than at 193 nm: the shorter-wavelength line is nearer to a strong transition. The full calculation with the same law instead places $B_{1u}$ above the 193 nm photon energy, so the precise placement is not secure.

Nor does a zero dipole at fixed hexagonal geometry mean zero absorption in a film. A substituent lowers the symmetry and can mix an allowed component into a forbidden state. A nuclear vibration can do the same for $B_{1u}$ through the change of the electronic state with geometry. For $B_{2u}$ the present model is too simple to show this: with equal site energies and hopping between neighbours only, a symmetry between electrons and holes keeps its dipole at zero even in a distorted ring. Unequal site energies or hopping between second neighbours remove that restriction. Band widths and the surrounding polymer also affect the absorption at a chosen wavelength. The present energies and dipoles identify parent states from which such a calculation can start, and the low $E_{2g}$ pair of the full calculation belongs among them; they do not supply an absorption coefficient.

## Computed values

```
t = 2.40 eV, gamma0 = 11.00 eV, R = 1.40 angstrom
Huckel excitation energy 2t = 4.800 eV
E1u transition length per component = 1.400 angstrom
B1u, B2u transition lengths below 1e-12 angstrom: True
B1u transition charge size per atom = 0.3333 e
On-site repulsion only, 6 eV: B2u, E1u, B1u = 4.800, 5.800, 6.800 eV
--- Mataga-Nishimoto repulsion ---
gamma0..gamma3 = 11.000, 5.315, 3.856, 3.504 eV
g0..g3 = 5.4747, 1.4924, 0.8888, 0.7630 eV
Hartree-Fock gap = 9.512 eV
four configurations B2u: 4.926 eV = 251.7 nm
four configurations B1u: 6.200 eV = 200.0 nm
four configurations E1u: 7.022 eV = 176.6 nm
B1u - B2u = 1.274 eV, E1u - B1u = 0.822 eV
E1u oscillator strength, both components = 2.408
B1u coupling to 0->3 = 0.047 eV
0->3 configuration energy = 11.570 eV
all singles, lower B1u = 6.200 eV
full diagonalization, lowest B2u = 3.664 eV
full diagonalization, lowest B1u = 6.835 eV
full diag., lowest E1u = 7.044 eV, strength = 1.433
full diag., brightest of 10 lowest E1u = 7.044 eV, strength = 1.433
--- Ohno repulsion ---
gamma0..gamma3 = 11.000, 7.513, 5.225, 4.659 eV
g0..g3 = 6.8559, 1.4381, 0.4867, 0.2944 eV
Hartree-Fock gap = 11.361 eV
four configurations B2u: 4.992 eV = 248.4 nm
four configurations B1u: 5.197 eV = 238.6 nm
four configurations E1u: 7.382 eV = 168.0 nm
B1u - B2u = 0.204 eV, E1u - B1u = 2.185 eV
E1u oscillator strength, both components = 2.532
B1u coupling to 0->3 = -1.201 eV
0->3 configuration energy = 11.797 eV
all singles, lower B1u = 4.985 eV
full diagonalization, lowest B2u = 4.285 eV
full diagonalization, lowest B1u = 5.444 eV
full diag., lowest E1u = 6.929 eV, strength = 1.561
full diag., brightest of 10 lowest E1u = 6.929 eV, strength = 1.561
--- lithography lines ---
photon energy at 248 nm = 4.999 eV
photon energy at 193 nm = 6.424 eV
```
